# Orbital symmetry and the loss of H2 from silane: a numerical check

```python
"""
Result under test: SiH4 -> SiH2 (singlet) + H2 is orbital-symmetry forbidden
if C2v is kept, because the occupied orbitals change from 5a1+2b1+2b2 to
6a1+1b1+2b2.  It becomes allowed when only the mirror plane that contains the
two leaving H atoms is kept.

Axes: C2 along z, leaving H atoms in the xz plane, staying H atoms in yz.
Atom order: Si, leaving H, leaving H, staying H, staying H.
t(R) = sum over occupied orbitals of <i|R|i> for a symmetry operation R.
Determinant R has the silane occupation, determinant P the product occupation.
Internally lengths are in bohr and energies in hartree.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"           # must precede the numerical imports
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, null_space, svd
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, cc, fci, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
ANG = 0.1 / BOHR_NM                      # one angstrom in bohr
AMU = const.atomic_mass / const.m_e      # atomic mass unit in electron masses
SYMBOLS = ["Si", "H", "H", "H", "H"]
# def2-SV(P) is def2-SVP without the p functions on hydrogen
BASIS = {"Si": gto.basis.load("def2-svp", "Si"),
         "H": [b for b in gto.basis.load("def2-svp", "H") if b[0] == 0]}

# operation = (signs of x, y, z; atom permutation)
MIRROR_YZ = ((-1, 1, 1), (0, 2, 1, 3, 4))
MIRROR_XZ = ((1, -1, 1), (0, 1, 2, 4, 3))
ROTATION_C2 = ((-1, -1, 1), (0, 2, 1, 4, 3))
# eigenvalues of (mirror yz) + 2 (mirror xz) label the C2v irreps
IRREP = {3: "a1", 1: "b1", -1: "b2", -3: "a2"}
SILANE_OCC = {3: 5, 1: 2, -1: 2, -3: 0}
PRODUCT_OCC = {3: 6, 1: 1, -1: 2, -3: 0}


def make_mol(x):
    atoms = [(s, tuple(r)) for s, r in zip(SYMBOLS, x.reshape(5, 3))]
    return gto.M(atom=atoms, unit="Bohr", basis=BASIS, verbose=0)


def ao_operation(mol, operation):
    signs, perm = operation
    labels = [(a, shell, m) for a, _, shell, m in mol.ao_labels(fmt=None)]
    index = {label: k for k, label in enumerate(labels)}
    matrix = np.zeros((len(labels), len(labels)))
    for k, (a, shell, m) in enumerate(labels):
        parity = 1
        if m in ("x", "y", "z", "xy", "yz", "xz"):
            for letter in m:
                parity *= signs["xyz".index(letter)]
        matrix[index[(perm[a], shell, m)], k] = parity
    return matrix


def irrep_operator(mol):
    return ao_operation(mol, MIRROR_YZ) + 2 * ao_operation(mol, MIRROR_XZ)


def orbital_irreps(coeff, operator):
    values = np.sum(coeff * (operator @ coeff), axis=0) / np.sum(coeff**2, axis=0)
    return np.rint(values).astype(int)


def impose_occupation(mf, occupation):
    operator = irrep_operator(mf.mol)
    w, vec = eigh(operator)
    blocks = [vec[:, abs(w - k) < 0.1] for k in IRREP]

    def block_eig(h, s, *args, **kwargs):
        energies, orbitals = [], []
        for b in blocks:
            if b.shape[1]:
                e, c = eigh(b.T @ h @ b, b.T @ s @ b)
                energies.append(e)
                orbitals.append(b @ c)
        e, c = np.concatenate(energies), np.hstack(orbitals)
        order = np.argsort(e)
        return e[order], c[:, order]

    def block_occ(mo_energy=None, mo_coeff=None):
        mo_energy = mf.mo_energy if mo_energy is None else mo_energy
        mo_coeff = mf.mo_coeff if mo_coeff is None else mo_coeff
        kinds = orbital_irreps(mo_coeff, operator)
        occ = np.zeros(len(mo_energy))
        for kind, number in occupation.items():
            members = np.where(kinds == kind)[0]
            members = members[np.argsort(mo_energy[members])]
            occ[members[:number]] = 2
        return occ

    mf.eig, mf.get_occ = block_eig, block_occ


def run_rhf(x, occupation=None, guess=None):
    mf = scf.RHF(make_mol(x))
    mf.chkfile = None
    mf.conv_tol, mf.max_cycle = 1e-9, 80
    if occupation is not None:
        impose_occupation(mf, occupation)
    mf.kernel(dm0=guess)
    if not mf.converged:
        mf.level_shift, mf.max_cycle = 0.5, 300
        mf.kernel(dm0=np.array(mf.make_rdm1()))
    assert mf.converged
    return mf


def density(mf):
    return np.array(mf.make_rdm1())


def gradient(mf):
    return mf.nuc_grad_method().kernel().ravel()


def occupied(mf):
    return mf.mo_coeff[:, mf.mo_occ > 0]


def trace_of(mf, operation):
    c = occupied(mf)
    return np.trace(c.T @ mf.get_ovlp() @ ao_operation(mf.mol, operation) @ c)


def carried_orbitals(mf):
    """Occupied orbitals in orthonormal atomic orbitals moving with the atoms."""
    w, vec = eigh(mf.get_ovlp())
    return (vec * np.sqrt(w)) @ vec.T @ occupied(mf)


def smallest_overlap(first, second):
    return svd(carried_orbitals(first).T @ carried_orbitals(second),
               compute_uv=False)[-1]


def dist(x, i, j):
    r = x.reshape(5, 3)
    return np.linalg.norm(r[i] - r[j])


def internal_basis(x, operations):
    """Orthonormal internal displacements invariant under the operations."""
    r = x.reshape(5, 3) - x.reshape(5, 3).mean(axis=0)
    rows = [np.tile(axis, 5) for axis in np.eye(3)]
    rows += [np.cross(axis, r).ravel() for axis in np.eye(3)]
    for signs, perm in operations:
        m = np.zeros((15, 15))
        for a in range(5):
            for k in range(3):
                m[3 * perm[a] + k, 3 * a + k] = signs[k]
        rows += list(np.eye(15) - m)
    return null_space(np.array(rows), rcond=1e-6)


def c2v_geometry(x_leave, z_leave, y_stay, z_stay):
    return ANG * np.array([0, 0, 0, x_leave, 0, z_leave, -x_leave, 0, z_leave,
                           0, y_stay, z_stay, 0, -y_stay, z_stay], float)


def relax_c2v(x0, occupation):
    basis = internal_basis(x0, [MIRROR_YZ, MIRROR_XZ])
    memory = {"dm": None}

    def energy_and_slope(q):
        mf = run_rhf(x0 + basis @ q, occupation, memory["dm"])
        memory["dm"] = density(mf)
        return mf.e_tot, basis.T @ gradient(mf)

    best = minimize(energy_and_slope, np.zeros(basis.shape[1]), jac=True,
                    method="BFGS", options={"gtol": 8e-4, "maxiter": 15})
    return x0 + basis @ best.x


def determinant_coupling(ca, cb, overlap, eri):
    """Closed-shell determinants whose occupied overlap has one zero."""
    left, s, right = svd(ca.T @ overlap @ cb)
    u, v = ca @ left[:, -1], cb @ right[-1]
    pair = np.outer(u, v).ravel()
    return np.prod(s[:-1])**2 * (pair @ eri @ pair), u, v, s


# ---- coupling formula against explicit determinant expansions -------------
rng = np.random.default_rng(7)
norb, nocc = 6, 3


def random_block_orbitals(n_even, n_odd):
    c = np.zeros((norb, nocc))
    c[:3, :n_even] = np.linalg.qr(rng.normal(size=(3, 3)))[0][:, :n_even]
    c[3:, n_even:] = np.linalg.qr(rng.normal(size=(3, 3)))[0][:, :n_odd]
    return c


def ci_vector(c):
    strings = fci.cistring.gen_occslst(range(norb), nocc)
    amplitude = np.array([np.linalg.det(c[list(occ)]) for occ in strings])
    return np.outer(amplitude, amplitude)


factors = rng.normal(size=(8, norb, norb))
factors = factors + factors.transpose(0, 2, 1)
model_eri = np.einsum("kpq,krs->pqrs", factors, factors)
model_h = rng.normal(size=(norb, norb))
model_h = model_h + model_h.T
det_a, det_b = random_block_orbitals(1, 2), random_block_orbitals(2, 1)
absorbed = fci.direct_spin1.absorb_h1e(model_h, model_eri, norb, (3, 3), 0.5)
h_on_b = fci.direct_spin1.contract_2e(absorbed, ci_vector(det_b), norb, (3, 3))
coupling_ci = np.sum(ci_vector(det_a) * h_on_b)
coupling_formula = determinant_coupling(
    det_a, det_b, np.eye(norb), model_eri.reshape(norb**2, norb**2))[0]
assert abs(coupling_ci - coupling_formula) < 1e-8 * max(1, abs(coupling_ci))

# ---- end points and symmetry traces ---------------------------------------
a = 1.485 / np.sqrt(3)
x_silane = relax_c2v(c2v_geometry(a * np.sqrt(2), a, a * np.sqrt(2), -a), SILANE_OCC)
x_product = relax_c2v(c2v_geometry(0.37, 10.0, 1.10, -1.04), PRODUCT_OCC)
free_silane, free_product = run_rhf(x_silane), run_rhf(x_product)
sil_r, sil_p = run_rhf(x_silane, SILANE_OCC), run_rhf(x_silane, PRODUCT_OCC)
pro_r, pro_p = run_rhf(x_product, SILANE_OCC), run_rhf(x_product, PRODUCT_OCC)
e0 = sil_r.e_tot
assert abs(free_silane.e_tot - sil_r.e_tot) < 1e-6
assert abs(free_product.e_tot - pro_p.e_tot) < 1e-6
assert sil_r.e_tot < sil_p.e_tot and pro_p.e_tot < pro_r.e_tot


def trace_from_irreps(occupation, characters):
    return sum(occupation[k] * characters[k] for k in occupation)


traces = {}
for name, operation, characters in (
        ("mirror yz", MIRROR_YZ, {3: 1, 1: -1, -1: 1, -3: -1}),
        ("C2", ROTATION_C2, {3: 1, 1: -1, -1: -1, -3: 1}),
        ("mirror xz", MIRROR_XZ, {3: 1, 1: 1, -1: -1, -3: -1})):
    traces[name] = (trace_of(free_silane, operation), trace_of(free_product, operation))
    assert abs(traces[name][0] - trace_from_irreps(SILANE_OCC, characters)) < 1e-4
    assert abs(traces[name][1] - trace_from_irreps(PRODUCT_OCC, characters)) < 1e-4
assert abs(traces["mirror yz"][0] - traces["mirror yz"][1]) > 1
assert abs(traces["C2"][0] - traces["C2"][1]) > 1
assert abs(traces["mirror xz"][0] - traces["mirror xz"][1]) < 1e-4

# ---- lowest C2v crossing of the two determinants --------------------------
x_start = c2v_geometry(0.72, 1.38, 1.20, -0.88)
seam_basis = internal_basis(x_start, [MIRROR_YZ, MIRROR_XZ])
seam = {"key": None, "dm_r": None, "dm_p": None}


def seam_point(q):
    key = np.asarray(q).tobytes()
    if seam["key"] != key:
        x = x_start + seam_basis @ q
        r = run_rhf(x, SILANE_OCC, seam["dm_r"])
        p = run_rhf(x, PRODUCT_OCC, seam["dm_p"])
        gr, gp = seam_basis.T @ gradient(r), seam_basis.T @ gradient(p)
        seam.update(key=key, dm_r=density(r), dm_p=density(p), r=r, p=p,
                    mean=(r.e_tot + p.e_tot) / 2 - e0, gap=r.e_tot - p.e_tot,
                    g_mean=(gr + gp) / 2, g_gap=gr - gp)
    return seam


crossing = minimize(
    lambda q: seam_point(q)["mean"], np.zeros(seam_basis.shape[1]),
    jac=lambda q: seam_point(q)["g_mean"], method="SLSQP",
    bounds=[(-2, 2)] * seam_basis.shape[1],
    constraints={"type": "eq", "fun": lambda q: seam_point(q)["gap"],
                 "jac": lambda q: seam_point(q)["g_gap"]},
    options={"ftol": 1e-5, "maxiter": 25})
point = seam_point(crossing.x)
x_cross, cross_r, cross_p = x_start + seam_basis @ crossing.x, point["r"], point["p"]
direction = point["g_gap"] / np.linalg.norm(point["g_gap"])
residual = point["g_mean"] - direction * (direction @ point["g_mean"])
assert abs(point["gap"]) < 1e-4 and np.linalg.norm(residual) < 0.01
e_cross = point["mean"]
nao = cross_r.mo_coeff.shape[0]
eri_cross = cross_r.mol.intor("int2e").reshape(nao**2, nao**2)
coupling, u_orb, v_orb, overlaps = determinant_coupling(
    occupied(cross_r), occupied(cross_p), cross_r.get_ovlp(), eri_cross)
assert overlaps[-1] < 1e-8 and overlaps[-2] > 0.1 and coupling > 0
# control: the continuity measure used below must detect a forbidden change
assert smallest_overlap(cross_r, cross_p) < 1e-8
lower_root = np.linalg.eigvalsh([[cross_r.e_tot - e0, coupling],
                                 [coupling, cross_p.e_tot - e0]])[0]


def frontier(mf, kind, filled):
    chosen = (orbital_irreps(mf.mo_coeff, irrep_operator(mf.mol)) == kind)
    chosen &= (mf.mo_occ > 0) == filled
    return max(mf.mo_energy[chosen]) if filled else min(mf.mo_energy[chosen])


# ---- which nuclear displacement mixes the b1 and a1 orbitals --------------
def attraction_between(atoms, axis, shift):
    positions = x_cross.reshape(5, 3).copy()
    positions[atoms, axis] += shift
    total = 0.0
    for charge, position in zip(cross_r.mol.atom_charges(), positions):
        with cross_r.mol.with_rinv_origin(position):
            total -= charge * (u_orb @ cross_r.mol.intor("int1e_rinv") @ v_orb)
    return total


mix_b1 = abs(attraction_between([1, 2], 0, 0.10))
mix_b1_half = abs(attraction_between([1, 2], 0, 0.05))
mix_b2 = abs(attraction_between([3, 4], 1, 0.10))
mix_none = abs(attraction_between([1, 2], 0, 0.0))
assert mix_none < 1e-7 and mix_b2 < 1e-7 and mix_b1 > 1e-3
assert abs(mix_b1 / mix_b1_half - 2) < 0.1


# ---- quasi-Newton walks that keep only the xz mirror ----------------------
def numerical_hessian(x, mf, basis, step=0.02):
    g, dm = gradient(mf), density(mf)
    h = np.array([basis.T @ (gradient(run_rhf(x + step * b, guess=dm)) - g) / step
                  for b in basis.T])
    return basis @ ((h + h.T) / 2) @ basis.T


def updated_hessian(hess, s, y):
    """Bofill update from a displacement s and a gradient change y."""
    xi = y - hess @ s
    ss, xx, xs = s @ s, xi @ xi, xi @ s
    if xx < 1e-14:
        return hess
    weight = xs**2 / (xx * ss)
    rank_one = xs * np.outer(xi, xi) / (xx * ss)
    powell = (np.outer(xi, s) + np.outer(s, xi)) / ss - xs * np.outer(s, s) / ss**2
    return hess + rank_one + (1 - weight) * powell


def walk(x, hess, dm, uphill, tolerance, max_steps):
    """Minimize, or with uphill=True climb along the softest mode only."""
    points, previous = [], None
    for _ in range(max_steps):
        if uphill and not 0.7 * ANG < dist(x, 1, 2) < 2.1 * ANG:
            break
        mf = run_rhf(x, guess=dm)
        dm, g = density(mf), gradient(mf)
        points.append((x, mf))
        if previous is not None:
            hess = updated_hessian(hess, x - previous[0], g - previous[1])
        if np.linalg.norm(g) < tolerance:
            return points, True
        basis = internal_basis(x, [MIRROR_XZ])
        curvature, modes = eigh(basis.T @ hess @ basis)
        slope = modes.T @ (basis.T @ g)
        move = -slope / np.maximum(abs(curvature), 0.03)
        if uphill:
            move[0] *= -1
        move *= min(1.0, 0.3 / np.linalg.norm(move))
        previous = (x, g)
        x = x + basis @ (modes @ move)
    return points, False


found = False
for r1, angle1, r2, angle2 in ((1.55, 85, 1.72, 46), (1.55, 70, 1.65, 25)):
    t1, t2 = np.radians(angle1), np.radians(angle2)
    trial = ANG * np.array([0, 0, 0, r1 * np.sin(t1), 0, r1 * np.cos(t1),
                            r2 * np.sin(t2), 0, r2 * np.cos(t2),
                            -0.3, 1.2, -0.8, -0.3, -1.2, -0.8])
    mf_trial = run_rhf(trial)
    first_hessian = numerical_hessian(trial, mf_trial, internal_basis(trial, [MIRROR_XZ]))
    climb, found = walk(trial, first_hessian, density(mf_trial), True, 5e-4, 25)
    if found:
        break
assert found
x_saddle, mf_saddle = climb[-1]
e_saddle = mf_saddle.e_tot - e0
hess_saddle = numerical_hessian(x_saddle, mf_saddle, internal_basis(x_saddle, []))
mirror_basis = internal_basis(x_saddle, [MIRROR_XZ])
curvatures, mirror_modes = eigh(mirror_basis.T @ hess_saddle @ mirror_basis)
assert curvatures[0] < 0 < curvatures[1]
mode = mirror_basis @ mirror_modes[:, 0]
assert e_cross > e_saddle

# ---- follow the path down on both sides and test continuity ---------------
sides = [walk(x_saddle + sign * 0.3 * mode, hess_saddle, density(mf_saddle),
              False, 0.006, 18)[0] for sign in (1, -1)]
sides.sort(key=lambda side: -dist(side[-1][0], 1, 2))
to_silane, to_product = sides
assert dist(to_silane[-1][0], 1, 2) > 1.7 * ANG
assert dist(to_product[-1][0], 1, 2) < 0.95 * ANG
assert abs(to_silane[-1][1].e_tot - e0) < 0.005

# carry H2 away from SiH2, still with the xz mirror
last = to_product[-1][0].reshape(5, 3)
ref = x_product.reshape(5, 3)
far = last.copy()
turn = Rotation.align_vectors(last[3:] - last[0], ref[3:] - ref[0])[0]
far[3:] = last[0] + turn.apply(ref[3:] - ref[0])
outward = (last[1] + last[2]) / 2 - last[0]
bond = last[1] - last[2]
centre = last[0] + outward / np.linalg.norm(outward) * 4.0 * ANG
half = bond / np.linalg.norm(bond) * dist(x_product, 1, 2) / 2
far[1], far[2] = centre + half, centre - half
dm_path = density(to_product[-1][1])
for fraction in np.linspace(0, 1, 8)[1:]:
    x_next = ((1 - fraction) * last + fraction * far).ravel()
    mf_next = run_rhf(x_next, guess=dm_path)
    dm_path = density(mf_next)
    to_product.append((x_next, mf_next))
assert abs(to_product[-1][1].e_tot - pro_p.e_tot) < 0.005

path = [mf for _, mf in to_silane[::-1]] + [mf_saddle] + [mf for _, mf in to_product]
continuity = [smallest_overlap(first, second)
              for first, second in zip(path[:-1], path[1:])]
assert min(continuity) > 0.5
assert all(abs(trace_of(mf, MIRROR_XZ) - traces["mirror xz"][0]) < 1e-3 for mf in path)
path_top = max(mf.e_tot for mf in path) - e0
assert path_top < e_saddle + 0.002
smallest_gap = min(mf.mo_energy[9] - mf.mo_energy[8] for mf in path)


# ---- size of neglected effects --------------------------------------------
def vibrations(mf, hess):
    mass = np.repeat(mf.mol.atom_mass_list(isotope_avg=True), 3) * AMU
    values = np.linalg.eigvalsh(hess / np.sqrt(np.outer(mass, mass)))
    values = values[np.argsort(abs(values))][6:]
    return np.sign(values) * np.sqrt(abs(values))


hess_silane = numerical_hessian(x_silane, free_silane, internal_basis(x_silane, []))
freq_silane = vibrations(free_silane, hess_silane)
freq_saddle = vibrations(mf_saddle, hess_saddle)
assert np.all(freq_silane > 0) and np.sum(freq_saddle < 0) == 1
zero_point = (freq_saddle[freq_saddle > 0].sum() - freq_silane.sum()) / 2
imaginary = abs(freq_saddle.min())
temperature = 900.0
thermal = const.k * temperature / const.e
wigner = 1 + (imaginary * EV / thermal)**2 / 24


def correlated_energy(mf):
    solver = cc.CCSD(mf, frozen=5)
    solver.kernel()
    assert solver.converged
    return solver.e_tot


cc_silane, cc_saddle, cc_product = [correlated_energy(mf) for mf in
                                    (free_silane, mf_saddle, free_product)]


# ---- report ---------------------------------------------------------------
def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def show_levels(label, mf):
    kinds = orbital_irreps(mf.mo_coeff, irrep_operator(mf.mol))
    print(label + ": " + ", ".join(
        f"{IRREP[kinds[k]]} {mf.mo_energy[k] * EV:.2f}" for k in range(5, 10)))


print("Level: RHF/def2-SV(P); energies relative to relaxed SiH4 unless stated")
show("SiH4 Si-H length", dist(x_silane, 0, 1) * BOHR_NM, "nm", 4)
show("SiH2 Si-H length", dist(x_product, 0, 3) * BOHR_NM, "nm", 4)
show("H2 length", dist(x_product, 1, 2) * BOHR_NM, "nm", 4)
show_levels("SiH4 four valence levels, then lowest empty (eV)", sil_r)
show_levels("SiH2+H2 four valence levels, then lowest empty (eV)", pro_p)
for name, (before, after) in traces.items():
    print(f"t({name}), SiH4 -> SiH2+H2: {before:.3f} -> {after:.3f}")
show("Determinant P at SiH4 geometry", (sil_p.e_tot - e0) * EV, "eV")
show("Determinant R at product geometry", (pro_r.e_tot - e0) * EV, "eV")
show("Determinant P at product geometry (reaction energy)", (pro_p.e_tot - e0) * EV, "eV")
show("C2v crossing: energy", e_cross * EV, "eV")
show("C2v crossing: leaving H-H distance", dist(x_cross, 1, 2) * BOHR_NM, "nm", 4)
show("C2v crossing: Si-H leaving", dist(x_cross, 0, 1) * BOHR_NM, "nm", 4)
show("C2v crossing: Si-H staying", dist(x_cross, 0, 3) * BOHR_NM, "nm", 4)
show("C2v crossing, R: filled b1 level", frontier(cross_r, 1, True) * EV, "eV")
show("C2v crossing, R: empty a1 level", frontier(cross_r, 3, False) * EV, "eV")
show("C2v crossing, P: filled a1 level", frontier(cross_p, 3, True) * EV, "eV")
show("C2v crossing, P: empty b1 level", frontier(cross_p, 1, False) * EV, "eV")
print(f"Smallest occupied overlap of R with P: {overlaps[-1]:.1e}")
show("Coupling of R and P at crossing", coupling * EV, "eV")
show("Lower two-determinant root at crossing", lower_root * EV, "eV")
show("Displacement in mixing test", 0.10 * BOHR_NM, "nm", 5)
show("b1-a1 mixing, leaving pair shifted along x", mix_b1 * EV, "eV", 4)
show("b1-a1 mixing, same shift halved", mix_b1_half * EV, "eV", 4)
print(f"b1-a1 mixing, staying pair shifted along y: {mix_b2 * EV:.1e} eV")
show("Saddle with xz mirror: energy", e_saddle * EV, "eV")
show("Saddle: H-H distance", dist(x_saddle, 1, 2) * BOHR_NM, "nm", 4)
show("Saddle: Si-H leaving, first", dist(x_saddle, 0, 1) * BOHR_NM, "nm", 4)
show("Saddle: Si-H leaving, second", dist(x_saddle, 0, 2) * BOHR_NM, "nm", 4)
show("Saddle: Si-H staying", dist(x_saddle, 0, 3) * BOHR_NM, "nm", 4)
show("C2v crossing minus saddle", (e_cross - e_saddle) * EV, "eV")
show("Lower two-determinant root minus saddle", (lower_root - e_saddle) * EV, "eV")
print(f"Points on lower-symmetry path: {len(path)}")
show("Highest energy on that path", path_top * EV, "eV")
show("Smallest neighbour overlap on that path", min(continuity))
show("Smallest filled-empty gap on that path", smallest_gap * EV, "eV")
show("CCSD/def2-SV(P) saddle energy", (cc_saddle - cc_silane) * EV, "eV")
show("CCSD/def2-SV(P) reaction energy", (cc_product - cc_silane) * EV, "eV")
show("Zero-point change of barrier", zero_point * EV, "eV")
show("Imaginary-mode quantum at saddle", imaginary * EV, "eV")
show("Temperature (rough deposition value)", temperature, "K", 0)
show("Thermal energy kT", thermal, "eV", 4)
show("Wigner tunnelling factor", wigner)
print("success")
```

Printed output:

```
Level: RHF/def2-SV(P); energies relative to relaxed SiH4 unless stated
SiH4 Si-H length: 0.1485 nm
SiH2 Si-H length: 0.1516 nm
H2 length: 0.0748 nm
SiH4 four valence levels, then lowest empty (eV): a1 -19.88, b2 -13.28, a1 -13.28, b1 -13.28, b1 4.81
SiH2+H2 four valence levels, then lowest empty (eV): a1 -18.36, a1 -16.06, b2 -12.56, a1 -9.15, b1 0.33
t(mirror yz), SiH4 -> SiH2+H2: 5.000 -> 7.000
t(C2), SiH4 -> SiH2+H2: 1.000 -> 3.000
t(mirror xz), SiH4 -> SiH2+H2: 5.000 -> 5.000
Determinant P at SiH4 geometry: 23.685 eV
Determinant R at product geometry: 8.450 eV
Determinant P at product geometry (reaction energy): 2.707 eV
C2v crossing: energy: 5.998 eV
C2v crossing: leaving H-H distance: 0.0777 nm
C2v crossing: Si-H leaving: 0.2189 nm
C2v crossing: Si-H staying: 0.1476 nm
C2v crossing, R: filled b1 level: -6.460 eV
C2v crossing, R: empty a1 level: 0.296 eV
C2v crossing, P: filled a1 level: -6.393 eV
C2v crossing, P: empty b1 level: 0.287 eV
Smallest occupied overlap of R with P: 7.6e-18
Coupling of R and P at crossing: 0.988 eV
Lower two-determinant root at crossing: 5.010 eV
Displacement in mixing test: 0.00529 nm
b1-a1 mixing, leaving pair shifted along x: 0.0307 eV
b1-a1 mixing, same shift halved: 0.0153 eV
b1-a1 mixing, staying pair shifted along y: 2.4e-15 eV
Saddle with xz mirror: energy: 3.402 eV
Saddle: H-H distance: 0.1101 nm
Saddle: Si-H leaving, first: 0.1648 nm
Saddle: Si-H leaving, second: 0.1528 nm
Saddle: Si-H staying: 0.1482 nm
C2v crossing minus saddle: 2.596 eV
Lower two-determinant root minus saddle: 1.607 eV
Points on lower-symmetry path: 28
Highest energy on that path: 3.402 eV
Smallest neighbour overlap on that path: 0.986
Smallest filled-empty gap on that path: 9.493 eV
CCSD/def2-SV(P) saddle energy: 2.736 eV
CCSD/def2-SV(P) reaction energy: 2.437 eV
Zero-point change of barrier: -0.121 eV
Imaginary-mode quantum at saddle: 0.196 eV
Temperature (rough deposition value): 900 K
Thermal energy kT: 0.0776 eV
Wigner tunnelling factor: 1.267
success
```
